\section*{Exact two-component decoupling for Dirac 1s energies in s-type Gaussians}

\section{One Gaussian function}

Consider one electron in the field $v(r)=-Z/r$ of a point nucleus. We use hartree atomic units, with lengths in bohr, and subtract the rest energy $c^2$, so that a bound electron has a negative energy, as in the nonrelativistic theory. With large component $\phi$ and small component $\chi$, the Dirac equation is
\begin{align}
v\phi+c\,\boldsymbol\sigma\cdot\mathbf p\,\chi&=E\phi, \label{d1}\\
c\,\boldsymbol\sigma\cdot\mathbf p\,\phi+(v-2c^2)\chi&=E\chi. \label{d2}
\end{align}
Take a single normalized function $g=(2a/\pi)^{3/4}e^{-ar^2}$, times a constant spinor, and set
\begin{equation}
\phi=A\,g,\qquad \chi=B\,\frac{\boldsymbol\sigma\cdot\mathbf p}{2c}\,g. \label{rkb}
\end{equation}
The form of $\chi$ is called restricted kinetic balance. It is suggested by \eqref{d2}: when $E$ and $v$ are negligible beside $2c^2$, that equation gives $\chi=\boldsymbol\sigma\cdot\mathbf p\,\phi/2c$, which means $B=A$. The coefficient $B$ is nevertheless left free.

Project \eqref{d1} on $g$ and \eqref{d2} on $\boldsymbol\sigma\cdot\mathbf p\,g/2c$. Since $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$, the coupling is $\langle p^2\rangle/2=T$, the norm of the small function is $\langle p^2\rangle/4c^2=T/2c^2$, and the term $-2c^2$ contributes $-T$. Hence
\begin{align}
VA+TB&=EA, \label{s1}\\
TA+\Bigl(\frac{W}{4c^2}-T\Bigr)B&=E\,\frac{T}{2c^2}B, \label{s2}
\end{align}
where $V=\langle g|v|g\rangle$ and $W=\langle\boldsymbol\sigma\cdot\mathbf p\,g|v|\boldsymbol\sigma\cdot\mathbf p\,g\rangle$. The integrals, derived below for general pairs, are
\begin{equation}
T=\tfrac32a,\qquad V=-2Z\sqrt{2a/\pi},\qquad W=2aV. \label{oneint}
\end{equation}
The mean potential in the small function is therefore $V_{\rm S}=W/2T=\tfrac23V$.

Let $X=B/A$. Equation \eqref{s1} gives $E=V+TX$. Inserting this in \eqref{s2}, dividing by $TA$ and collecting powers of $X$ gives
\begin{equation}
\frac{T}{2c^2}X^2+\Bigl(1+\frac{V-V_{\rm S}}{2c^2}\Bigr)X-1=0. \label{quad}
\end{equation}
The product of the roots is negative, so there is one root of each sign. As $E=V+TX$, the positive root belongs to the upper, electronic solution.

For $Z=80$ choose $a=8Z^2/9\pi=1810.83$, which minimizes $T+V$. With $c=137.036$ and $2c^2=37557.73$, we have $T=2716.24$, $V=-5432.49$ and $V-V_{\rm S}=V/3=-1810.83$ hartree. Equation \eqref{quad} becomes
\begin{equation}
0.072322\,X^2+0.951785\,X-1=0,\qquad X=0.97798,
\end{equation}
and the energy is $-5432.489+2716.244\times0.977981=-2776.05$ hartree.

The same energy follows from an equation for $A$ alone. Multiply \eqref{s2} by $X$, add \eqref{s1}, and use $B=XA$:
\begin{equation}
\underbrace{\Bigl[V+2TX+X^2\Bigl(\frac{W}{4c^2}-T\Bigr)\Bigr]}_{L}A
=E\underbrace{\Bigl[1+\frac{TX^2}{2c^2}\Bigr]}_{\tilde S}A .
\end{equation}
Here $W/4c^2=-261.93$ hartree, so $L=-2968.08$ hartree and $\tilde S=1.06917$. The excess of $\tilde S$ over 1 is the norm carried by the small component. Setting $A=RC$ with $R=\tilde S^{-1/2}=0.96711$ moves it into the wave function, and the Hamiltonian becomes $h=R^2L=-2776.05$ hartree. With many functions, $X$ and $R$ become matrices, and the order of factors matters.

\section{Matrices in an s-type basis}

Let $g_\mu$ be $n$ real normalized Gaussians on the nucleus, and let $a$ and $b$ be the exponents of a pair, with $p=a+b$. The product of normalization constants is $(4ab/\pi^2)^{3/4}$, and $\int e^{-pr^2}d^3r=(\pi/p)^{3/2}$, so
\begin{equation}
S_{\mu\nu}=\left(\frac{2\sqrt{ab}}{p}\right)^{3/2}.
\end{equation}
The other integrals are ratios to this one. For the kinetic energy, $\nabla g_\mu\cdot\nabla g_\nu=4ab\,r^2g_\mu g_\nu$, and the mean of $r^2$ under $e^{-pr^2}$ is $3/2p$. For the potential, $4\pi\int_0^\infty r\,e^{-pr^2}dr=2\pi/p$. Therefore
\begin{equation}
T_{\mu\nu}=\frac{3ab}{p}S_{\mu\nu},\qquad
V_{\mu\nu}=-2Z\sqrt{\frac p\pi}\,S_{\mu\nu}.
\end{equation}
For $W$ use
\begin{equation}
(\boldsymbol\sigma\cdot\nabla g_\mu)(\boldsymbol\sigma\cdot\nabla g_\nu)
=\nabla g_\mu\cdot\nabla g_\nu
+i\boldsymbol\sigma\cdot(\nabla g_\mu\times\nabla g_\nu).
\end{equation}
Both gradients point along $\mathbf r$, so the cross product, which carries the spin-orbit coupling, vanishes. This holds for concentric s functions; with angular momentum or several centres, the second term must in general be kept. With $4\pi\int_0^\infty r^3e^{-pr^2}dr=2\pi/p^2$,
\begin{equation}
W_{\mu\nu}=-4abZ\,\frac{2\pi}{p^2}\Bigl(\frac p\pi\Bigr)^{3/2}S_{\mu\nu}
=-\frac{8Zab}{\sqrt{\pi p}}\,S_{\mu\nu}.
\end{equation}
At $a=b$ these reduce to \eqref{oneint}. Spin is now a mere twofold degeneracy, and all matrices are real $n\times n$.

The projections that gave \eqref{s1} and \eqref{s2} now give
\begin{equation}
\begin{pmatrix}V&T\\T&W/4c^2-T\end{pmatrix}
\begin{pmatrix}A\\B\end{pmatrix}
=\begin{pmatrix}S&0\\0&T/2c^2\end{pmatrix}
\begin{pmatrix}A\\B\end{pmatrix}\varepsilon. \label{mat}
\end{equation}
There are $2n$ solutions. A purely small vector has mean energy $-2c^2$ plus the mean of $v$, hence below $-2c^2$. Such vectors fill an $n$-dimensional space, so by the min--max principle at least $n$ eigenvalues lie below $-2c^2$. We assume that the other $n$ lie above $-2c^2$ and collect them in the diagonal matrix $\varepsilon$, with their coefficients as columns of the square matrices $A$ and $B$.

Under this assumption $A$ is invertible. If $Au=0$ for some $u\ne0$, the corresponding combination of upper solutions would be purely small and have mean energy below $-2c^2$. A combination of upper solutions cannot have a mean below the lowest of their eigenvalues, which is a contradiction.

\section{Decoupling and renormalization}

Define $X=BA^{-1}$. The rows of \eqref{mat} are
\begin{align}
(V+TX)A&=SA\varepsilon, \label{r1}\\
\Bigl[T+\Bigl(\frac{W}{4c^2}-T\Bigr)X\Bigr]A&=\frac{T}{2c^2}XA\varepsilon. \label{r2}
\end{align}
From \eqref{r1}, $A\varepsilon A^{-1}=S^{-1}(V+TX)$. Multiplying \eqref{r2} by $A^{-1}$ from the right and substituting gives an equation free of $A$ and $\varepsilon$:
\begin{equation}
T+\Bigl(\frac{W}{4c^2}-T\Bigr)X=\frac{T}{2c^2}XS^{-1}(V+TX). \label{dec}
\end{equation}

This is the condition for block diagonalization. The upper space consists of the columns of $\binom{1}{X}$. A complement $\binom{Y}{1}$ orthogonal to it in the metric of \eqref{mat} requires $Y^{T}S+(T/2c^2)X=0$, so $Y^{T}=-(T/2c^2)XS^{-1}$. The Hamiltonian block between the two spaces is
\begin{equation}
Y^{T}(V+TX)+T+\Bigl(\frac{W}{4c^2}-T\Bigr)X,
\end{equation}
which vanishes by \eqref{dec}.

To get a symmetric equation for $A$, multiply \eqref{r2} by $X^{T}$ from the left and add \eqref{r1}:
\begin{align}
LA&=\tilde SA\varepsilon, \label{nesc}\\
L&=V+TX+X^{T}T+X^{T}\Bigl(\frac{W}{4c^2}-T\Bigr)X,\\
\tilde S&=S+\frac{1}{2c^2}X^{T}TX.
\end{align}
Now put $A=RC$ and require $R^{T}\tilde SR=S$. Multiplying \eqref{nesc} by $R^{T}$ gives
\begin{equation}
hC=SC\varepsilon,\qquad h=R^{T}LR. \label{x2c}
\end{equation}
The $n$ eigenvalues of $h$ in the metric $S$ are the $n$ upper eigenvalues of \eqref{mat}, with no expansion in $1/c$. The word ``exact'' refers to this equality within the chosen basis. It does not say that the basis is complete.

The condition on $R$ leaves a freedom. In the orthonormalized basis let
\begin{equation}
M=S^{-1/2}\tilde SS^{-1/2},\qquad R'=S^{1/2}RS^{-1/2}.
\end{equation}
The condition becomes $R'^{T}MR'=1$. Thus $M^{1/2}R'$ is an orthogonal matrix $Q$, and $R'=M^{-1/2}Q$. All choices of $Q$ give the same spectrum. Their squared Frobenius distance from the identity is
\begin{equation}
\|M^{-1/2}Q-1\|^2=\mathrm{tr}\,M^{-1}+n-2\,\mathrm{tr}(M^{-1/2}Q).
\end{equation}
In the eigenbasis of $M$, with eigenvalues $m_i>0$, the last trace is $\sum_im_i^{-1/2}Q_{ii}$. Since $Q_{ii}\le1$, it is largest when every $Q_{ii}=1$, that is, at $Q=1$. The choice that changes the large component least is therefore
\begin{equation}
R=S^{-1/2}M^{-1/2}S^{1/2}. \label{ren}
\end{equation}

\subsection*{Two limits}

For a free particle, $V=W=0$, and \eqref{dec} can be solved separately for each eigenvalue $t$ of $S^{-1}T$. It reads $(t/2c^2)X^2+X-1=0$, with positive root
\begin{equation}
X=\frac{2}{1+\sqrt{1+2t/c^2}},\qquad
E=tX=c^2\Bigl(\sqrt{1+2t/c^2}-1\Bigr).
\end{equation}
With $t=p^2/2$ this is the relativistic kinetic energy $\sqrt{c^4+c^2p^2}-c^2$. The metric eigenvalue is $1+tX^2/2c^2=2-X$. At low momentum $X\to1$ and the metric is unchanged. At high momentum $X\to0$ and the metric tends to 2, because the two components then carry equal norm.

For large $c$ in a fixed basis, put $X=1+X_1/2c^2$ in \eqref{dec} and keep terms of order $1/c^2$:
\begin{equation}
X_1=\tfrac12T^{-1}W-S^{-1}(V+T). \label{largec}
\end{equation}
For the single Gaussian above, $X_1=V_{\rm S}-V-T=-905.41$ hartree. If $c$ is made 100 times larger, $1-X$ should be $905.41/(3.7558\times10^8)=2.41\times10^{-6}$; solving the matrix problem with that $c$ gives $X=0.99999759$. The expansion needs $X_1/2c^2$ to be small. That fails for steep functions, whose kinetic and potential energies are not small beside $2c^2$.

\section{The reference energy}

For the $s_{1/2}$ symmetry write $\phi=(P/r)\xi$ and $\chi=-i(Q/r)(\boldsymbol\sigma\cdot\hat{\mathbf r})\xi$, with $\xi$ a constant spinor. Use $\boldsymbol\sigma\cdot\nabla f=\boldsymbol\sigma\cdot\hat{\mathbf r}f'$ and $\boldsymbol\sigma\cdot\nabla(\boldsymbol\sigma\cdot\hat{\mathbf r}f)=f'+2f/r$. Equations \eqref{d2} and \eqref{d1} become
\begin{align}
P'-\frac Pr&=\Bigl(2c+\frac{E-v}{c}\Bigr)Q, \label{rad1}\\
Q'+\frac Qr&=-\frac{E-v}{c}P. \label{rad2}
\end{align}
Try $P=r^\gamma e^{-Zr}$ and $Q=qP$. The $1/r$ terms of \eqref{rad1} give $q=(\gamma-1)c/Z$. Those of \eqref{rad2} give $q(\gamma+1)=-Z/c$. Together,
\begin{equation}
\gamma=\sqrt{1-Z^2/c^2},
\end{equation}
where the positive root is the regular solution. The constant terms of \eqref{rad2} give $-qZ=-E/c$, hence
\begin{equation}
E=c^2(\gamma-1). \label{exact}
\end{equation}
The constant terms of \eqref{rad1} agree: $(2c+E/c)q=(\gamma+1)(\gamma-1)c^2/Z=-Z$. The solution has no node and goes over into the nonrelativistic 1s state: $E=-Z^2/2-Z^4/8c^2+\dots$ for $Z\ll c$. Also $q^2=(1-\gamma)/(1+\gamma)$, so the large component carries the weight
\begin{equation}
w=\frac1{1+q^2}=\frac{1+\gamma}2. \label{weight}
\end{equation}

\section{Algorithm and mercury results}

Take exponents $a_k=Z^22^k$ with $k=-6,\dots,28$, that is, 35 functions. The factor $Z^2$ follows the contraction of the 1s orbital.

\begin{enumerate}
\item Form $S,T,V,W$ from the closed expressions.
\item Multiply each small function by $d_\mu=(T_{\mu\mu}/2c^2)^{-1/2}$, so that it has unit norm. Solve \eqref{mat} as a generalized symmetric eigenproblem.
\item Keep the upper $n$ solutions, restore $B=dB_{\rm scaled}$, and solve $A^{T}X^{T}=B^{T}$ for $X$.
\item Form $L$ and $\tilde S$, then $R$ from \eqref{ren} using symmetric eigendecompositions of $S$ and $M$.
\item Diagonalize $h=R^{T}LR$ in the metric $S$.
\end{enumerate}

The scaling in step 2 is a precaution that leaves the eigenvalues and $X$ unchanged in exact arithmetic. It sets the diagonal of the metric to 1, whereas the unscaled norms $T_{\mu\mu}/2c^2=3a/4c^2$ span a factor $2^{34}\approx1.7\times10^{10}$. The 1s energies in hartree are as follows, the last column being the two-component value minus \eqref{exact}.

\begin{center}
\begin{tabular}{rrrr}
$Z$ & $-Z^2/2$ & Dirac \eqref{exact} & difference\\
10 & $-50$ & $-50.06674$ & $2.1\times10^{-7}$\\
20 & $-200$ & $-201.07652$ & $8.1\times10^{-7}$\\
40 & $-800$ & $-817.80750$ & $3.0\times10^{-6}$\\
60 & $-1800$ & $-1895.68234$ & $7.4\times10^{-6}$\\
70 & $-2450$ & $-2634.84654$ & $1.5\times10^{-5}$\\
80 & $-3200$ & $-3532.19209$ & $4.6\times10^{-5}$
\end{tabular}
\end{center}

For mercury the difference is $1.3\times10^{-8}$ of the energy. The level lies at $-3532.19$ hartree, or $-96.12$ keV, and relativity lowers it by 332.19 hartree. The leading correction $-Z^4/8c^2$ supplies 272.6 hartree of this, so a first-order treatment is inadequate here, whereas at $Z=10$ it gives 0.0666 of the full 0.0667 hartree. These are levels of a hydrogen-like ion with a point nucleus. Nuclear size, recoil, quantum-electrodynamic shifts and the other electrons are left out, so the many digits measure numerical agreement within the model, not the binding energy in a mercury atom.

\section{Error analysis}

\subsection*{Errors in $X$}

Let $X$ be replaced by $X+\delta X$ in both $L$ and $\tilde S$. For a nondegenerate level with coefficient column $\mathbf a$, first-order perturbation theory for \eqref{nesc} gives
\begin{equation}
\delta E=\frac{2(\delta X\mathbf a)^{T}
\bigl[T+(W/4c^2-T)X-E\,(T/2c^2)X\bigr]\mathbf a}
{\mathbf a^{T}\tilde S\mathbf a}=0,
\end{equation}
because the bracket acting on $\mathbf a$ is the second row of the Dirac equation, \eqref{r2}. Small errors in $X$ thus enter the energy in second order, provided that $\tilde S$ and $R$ are rebuilt from the same $X$.

Large errors are another matter. With $X=1$ the Rayleigh quotient of one Gaussian is
\begin{equation}
\frac{T+V+W/4c^2}{1+T/2c^2}\;\longrightarrow\;2c^2+V_{\rm S}
\qquad(a\to\infty),
\end{equation}
and $V_{\rm S}=-\tfrac43Z\sqrt{2a/\pi}$ has no lower limit. At the steepest exponent for $Z=80$, $a=1.718\times10^{12}$, it is $-1.1\times10^8$ hartree. Diagonalization with $X=1$ in the 35-function basis gives a lowest level of $-1.33\times10^8$ hartree, below the single-function value, as the variational principle requires. If the exponents stop at $k=4$, the lowest level is $-4211$ hartree: no longer absurd in size, but 679 hartree too low. The matrix $X$ prevents the collapse by reducing the small component of steep functions.

\subsection*{Omitting the renormalization}

Suppose that $L$ is diagonalized with the metric $S$ in place of $\tilde S$. Use the true 1s column $\mathbf a$, normalized by $\mathbf a^{T}\tilde S\mathbf a=1$, as a trial vector. Then $\mathbf a^{T}L\mathbf a=E$ and $\mathbf a^{T}S\mathbf a=w$, so
\begin{equation}
E_{\text{no }R}\le\frac Ew .
\end{equation}
For $Z=80$, $\gamma=0.811906$ and $w=0.905953$, both from \eqref{weight} and from the computed coefficients to the digits shown. The inequality requires a level at or below $-3898.87$ hartree; diagonalization gives $-3927.05$. The error is $-395$ hartree, or 11\% of the energy, and is larger than the whole relativistic shift.

\subsection*{Truncation at the nucleus}

The Dirac 1s function varies as $r^{\gamma-1}$ near the nucleus, while each Gaussian is finite there. Steep functions must build the singularity, and the largest exponent sets a length $r_0\propto a_{\max}^{-1/2}$ below which they cannot. The resulting error law follows from a scaling argument.

At distances well below $Z/2c^2=2.1\times10^{-3}$ bohr, the terms $2c$ and $E/c$ in \eqref{rad1} and \eqref{rad2} are negligible beside $Z/cr$. The remaining equations have no length scale. Their solutions are $r^{\gamma}$ and $r^{-\gamma}$, with component ratios $q_\pm=(\pm\gamma-1)c/Z$. Treat the missing functions as a changed inner boundary at $r_0$. Just outside it, the solution is
\begin{equation}
P\propto r^\gamma+\beta r_0^{2\gamma}r^{-\gamma},
\end{equation}
where dimensions fix the power of $r_0$, and $\beta$ is a pure number depending on the exponent ratio and on $Z/c$.

To find the energy shift, let $(P_1,Q_1,E_1)$ be the true solution and $(P_2,Q_2,E_2)$ the altered one. Equations \eqref{rad1} and \eqref{rad2} give
\begin{equation}
\frac{d}{dr}(P_1Q_2-P_2Q_1)=\frac{E_1-E_2}{c}(P_1P_2+Q_1Q_2),
\end{equation}
since the terms in $1/r$, $2c$ and $v$ cancel. Integrate from a point just outside $r_0$ to infinity, where the functions vanish. At the lower limit, $P_1Q_2-P_2Q_1\propto\beta r_0^{2\gamma}(q_--q_+)$, in which the powers of $r$ have cancelled. Therefore
\begin{equation}
E_2-E_1\propto r_0^{2\gamma}\propto a_{\max}^{-\gamma}, \label{law}
\end{equation}
if $\beta\ne0$, $r_0$ is well below $Z/2c^2$, and the rest of the basis is adequate. Light ions reach this regime only at very steep exponents. Take exponents $Z^22^k$ with $Z=10$, where $\gamma=0.997$: successive energy differences give an apparent power of 1.4 for largest $k=4,10,16$ and 1.2 for $k=10,16,22$. The argument fixes the power, not the prefactor or its sign, and it does not make the truncated Dirac energy an upper bound.

For $Z=80$, runs with the largest $k$ equal to 4, 10, 16, 22 and 28 give differences from \eqref{exact} of 28.3, 0.949, 0.0323, $1.11\times10^{-3}$ and $4.56\times10^{-5}$ hartree. Between $k=16$ and $22$ the exponent is
\begin{equation}
\frac{\ln(3.231\times10^{-2}/1.111\times10^{-3})}{6\ln2}=0.810,
\end{equation}
close to $\gamma=0.812$. Six further doublings of $a_{\max}$ thus gain a factor of about 29.

The last step gains only 24, which points to a second error. The table suggests its origin. For $Z$ from 10 to 60 the difference is close to $2\times10^{-9}Z^2$ hartree. In the nonrelativistic problem, exponents proportional to $Z^2$ make every energy, and so every basis error, proportional to $Z^2$. In this basis that nonrelativistic error is $2.1\times10^{-9}Z^2$ hartree, which matches the light ions. It is a reasonable conjecture that this part comes from the finite spacing and range of the exponents, and that truncation at the nucleus overtakes it for the heaviest ions. The proportionality is only approximate once relativity matters: at $Z=60$, extending the basis to $k=38$ lowers the difference from $7.4\times10^{-6}$ to $5.6\times10^{-6}$ hartree, or $1.6\times10^{-9}Z^2$. Steeper functions alone do not remove the remaining error: at $Z=80$, extending the basis to $k=34$ still leaves $9\times10^{-6}$ hartree. More diffuse functions do not remove it either: at $Z=10$, extending the basis down to $k=-10$ lowers the difference only from $2.1\times10^{-7}$ to $1.7\times10^{-7}$ hartree. The parameter left to vary is the exponent ratio: at $Z=10$, exponents $Z^2\,1.6^k$ with $k=-9,\dots,30$ lower the difference to $2.5\times10^{-8}$ hartree. Bringing it closer to 1 makes neighbouring functions more alike, and so $S$ more nearly singular.
